Fictitious electronic mass and the ionic frequency in Car-Parrinello dynamics

**Problem**

In Car-Parrinello dynamics the electronic variables are not reoptimized at each ionic position. They are given a fictitious mass and move by classical equations alongside the ions. The smallest model with this structure has one ion, with displacement R and mass M, and one electronic coordinate x with fictitious mass μ. Its Lagrangian is

L = ½MṘ² + ½μẋ² − E(R,x),

E(R,x) = ½AR² − cRx + ½kx².

Here A is the force constant felt by the ion when x is held fixed, c is the coupling and k is the electronic stiffness. We assume k > 0 and Ak > c², so that R = x = 0 is a stable minimum, and c ≠ 0 unless stated otherwise.

The reference is Born-Oppenheimer motion, in which x minimizes E at every R. Let ω0 be the ionic angular frequency of that motion.

(a) Find the normal frequencies of the coupled system.
(b) How does the ionic frequency depend on μ when μ is small?
(c) Can ω0 be recovered from runs at two finite values of μ, and with what error?

For numbers, take the round model parameters M = 20000 m_e, A = 2.2 E_h/a0², c = 1 E_h/a0 and k = 0.5 E_h. They represent no particular material. The coordinate x is dimensionless, like an orbital expansion coefficient, so μ has the dimension of energy times time squared and is given in ħ²/E_h, which equals m_e a0².

**The Born-Oppenheimer reference**

Setting ∂E/∂x = −cR + kx to zero gives x = sR, with the response

s = c/k.

Completing the square in x separates the energy of the minimum from the cost of leaving it:

E = ½(A − c²/k)R² + ½k(x − sR)².

Expanding the last term confirms this: it contributes ½kx² − ksRx + ½ks²R², where ks = c and ks² = c²/k. On the Born-Oppenheimer surface the second term vanishes, so

K = A − c²/k, ω0² = K/M.

The condition Ak > c² ensures K > 0. In the example,

s = 1/0.5 = 2 a0⁻¹,
K = 2.2 − 1/0.5 = 0.2 E_h/a0²,
ω0 = √(0.2/20000) = 0.0031623 E_h/ħ.

Dividing the angular frequency by 2π times the speed of light gives the wavenumber 694.04 cm⁻¹.

**First estimate by scaling**

Suppose that x follows the ion closely, x ≈ sR. Then ẋ ≈ sṘ, and the total kinetic energy is

½MṘ² + ½μẋ² ≈ ½(M + μs²)Ṙ².

The potential energy is still ½KR². The ion therefore oscillates with its Born-Oppenheimer force constant but with an added mass μs²:

ω ≈ √[K/(M + μs²)] = ω0(1 + μs²/M)^(−1/2).

For μs² ≪ M, the expansion (1 + y)^(−1/2) ≈ 1 − y/2 gives

ω ≈ ω0[1 − μs²/(2M)].

This estimate predicts a red shift linear in μ. Its origin is inertia: the ion has to drag the fictitious mass along.

How good is the assumption x ≈ sR? The equation of motion of x is μẍ = −k(x − sR). If x oscillates at about ω0 with amplitude near s times that of R, then ẍ ≈ −ω0²sR, and

x − sR ≈ (μω0²/k)sR.

The estimate thus needs two small numbers: μs²/M for the linear expansion and μω0²/k for close following. At μ = 400 ħ²/E_h they are

μs²/M = 400 × 4/20000 = 0.08,
μω0²/k = 400 × 10⁻⁵/0.5 = 0.008.

The predicted red shift is half of 0.08, or 4% of ω0.

**Exact solution: the normal modes**

The Euler-Lagrange equations are

MR̈ = −AR + cx,
μẍ = cR − kx.

Insert R = a cos ωt and x = b cos ωt, and write λ = ω². Each second derivative brings a factor −λ, so

(A − Mλ)a − cb = 0,
−ca + (k − μλ)b = 0.

A nonzero solution requires a vanishing determinant:

(A − Mλ)(k − μλ) − c² = 0.

Multiplying out and using Ak − c² = Kk gives

p(λ) = Mμλ² − Bλ + Kk = 0, B = Mk + μA.

With D = B² − 4MμKk, the roots are

λ± = (B ± √D)/(2Mμ).

To see that they are real, use B² = (Mk − μA)² + 4MμAk. Then

D = (Mk − μA)² + 4Mμk(A − K) = (Mk − μA)² + 4Mμc² > 0.

The sum and the product of the roots are positive, so both roots are positive.

For small μ the lower root is a difference of nearly equal numbers divided by a small one. Since (B − √D)(B + √D) = 4MμKk, it can be rewritten as

λ₋ = 2Kk/(B + √D).

As μ → 0, both B and √D tend to Mk, and λ₋ → K/M = ω0². For small μ the lower root is therefore the ionic branch. At μ = 400 ħ²/E_h, in atomic units,

B = 20000 × 0.5 + 400 × 2.2 = 10880,
√D = √(10880² − 4 × 20000 × 400 × 0.2 × 0.5) = 10731.93,
λ₋ = 2 × 0.2 × 0.5/(10880 + 10731.93) = 9.2541 × 10⁻⁶.

The square root of λ₋ corresponds to 667.66 cm⁻¹. The upper root gives 8066 cm⁻¹, about 12 times higher.

**The sign of the shift**

Evaluate p at λ0 = ω0². Because Mλ0 = K,

p(λ0) = μKλ0 − (Mkλ0 + μAλ0) + Kk
= μKλ0 − Kk − μAλ0 + Kk
= −μ(A − K)λ0
= −μks²λ0 < 0.

The parabola p opens upward and is negative only between its roots. Hence λ₋ < λ0 < λ₊ for every μ > 0: the lower frequency always lies below ω0 in this model, and the upper one above it. This means a red shift of the ionic vibration as long as the lower mode is the ionic one, which is the case for small μ. For weak coupling the roots lie near ω0² and k/μ, so if μω0²/k > 1 the mode dominated by the ion is the upper one and lies above ω0.

The same argument at λ = k/μ, where the first product in the determinant vanishes, gives p(k/μ) = −c² < 0. Hence also λ₋ < k/μ < λ₊.

**The added mass without the following assumption**

The second mode equation gives

b = ca/(k − μλ) = sa/(1 − μλ/k).

The denominator is nonzero because k/μ is not a root. Substitute b into the first mode equation, divide by a, and use A = K + c²/k:

Mλ = K + c²/k − c²/(k − μλ).

The last two terms combine to

c²[(k − μλ) − k]/[k(k − μλ)] = −c²μλ/[k²(1 − μλ/k)] = −μs²λ/(1 − μλ/k).

Moving this term to the left gives

λ[M + μs²/(1 − μλ/k)] = K.

This is the scaling estimate with one correction. The added mass μs² is divided by 1 − μλ/k, because the electronic amplitude in the ionic mode is larger than sR by that same factor.

Since 0 < μλ₋/k < 1, the true added mass exceeds μs², and therefore

λ₋ < K/(M + μs²).

If also μλ0 < k, replacing λ₋ in the denominator by the larger λ0 overestimates the added mass, so

λ₋ > K/[M + μs²/(1 − μλ0/k)].

At μ = 400 ħ²/E_h these bounds are 9.2537 × 10⁻⁶ and 9.2593 × 10⁻⁶ (E_h/ħ)², and they enclose the root found above.

**Expansion in μ**

Let α = s²/M. Dividing the last equation for λ by λK gives, for the ionic root,

1/λ₋ = (1/λ0)[1 + αμ/(1 − μλ₋/k)].

To obtain the bracket through order μ², the fraction is needed only through first order, where λ₋ may be replaced by λ0:

1/λ₋ = (1/λ0)[1 + αμ + αλ0μ²/k + O(μ³)].

Call the bracket 1 + v. Then ω₋ = ω0(1 + v)^(−1/2) = ω0(1 − v/2 + 3v²/8 + …). Through second order v² = α²μ², so

ω₋ = ω0[1 − αμ/2 + c2μ² + O(μ³)],

c2 = 3α²/8 − αλ0/(2k) = 3s⁴/(8M²) − s²ω0²/(2Mk).

The red shift is linear to leading order, with relative slope −s²/(2M). If K and s are held fixed while k changes, this slope does not change; the stiffness enters first at order μ². For c = 0 the response s vanishes and the ion keeps its frequency.

In the example α = 2 × 10⁻⁴ E_h/ħ², and

c2 = 1.5 × 10⁻⁸ − 0.2 × 10⁻⁸ = 1.3 × 10⁻⁸ (E_h/ħ²)².

**Does a trajectory show this frequency?**

A general trajectory contains both modes. Start at rest on the Born-Oppenheimer surface, R(0) = R0 and x(0) = sR0, and write

R(t) = R0[(1 − f) cos ω₋t + f cos ω₊t].

Let r± be the ratio b/a in each mode, and let ε = μλ₋/k. From the expression for b,

r₋ = s/(1 − ε).

For the upper mode, the product of the roots, λ₊λ₋ = Kk/(Mμ), gives μλ₊/k = λ0/λ₋ = 1 + μs²/[M(1 − ε)]. Hence 1 − μλ₊/k = −μs²/[M(1 − ε)], and

r₊ = −M(1 − ε)/(μs).

The initial value of x requires (1 − f)r₋ + fr₊ = s, so f = (r₋ − s)/(r₋ − r₊). Here r₋ − s = sε/(1 − ε). Multiplying numerator and denominator by μs(1 − ε) gives

f = εμs²/[μs² + M(1 − ε)²].

Both ε and μs² are proportional to μ at leading order, so f is of order μ². At μ = 400 ħ²/E_h, f = 5.6 × 10⁻⁴. An integrated trajectory gives the same fraction, and its zero crossings give an ionic frequency of 667.66 cm⁻¹. A start far from the electronic minimum would excite the fast mode more strongly.

**Comparison of the estimate with the exact result**

The linear estimate and the exact lower frequency are, with μ in ħ²/E_h and frequencies in cm⁻¹:

μ = 100: linear 687.10, exact 687.19
μ = 200: linear 680.16, exact 680.51
μ = 400: linear 666.28, exact 667.66
μ = 800: linear 638.52, exact 643.78

The estimate has the correct slope, but it overstates the shift increasingly as μ grows. At μ = 800 ħ²/E_h the exact shift is −7.2% of ω0, against −8% from the linear law.

The two parts of c2 explain the difference at leading order. The positive part, 3α²/8, comes from expanding the square root for a constant added mass. The negative part, −αλ0/(2k), comes from the enlarged electronic amplitude. Here the positive part is larger, so the exact curve lies above the line.

Keeping the square root in the scaling estimate removes the positive part. At μ = 400 ħ²/E_h it gives 694.04/√1.08 = 667.84 cm⁻¹, within 0.2 cm⁻¹ of the exact value.

The linear law fails when μ is no longer small. The square-root form K/(M + μs²) tends to K/(μs²) for large μ, which exceeds the exact limit found next by the factor A/(ks²), equal to 1.1 in the example. For μ → ∞, B and √D both approach μA, and λ₋ → Kk/(μA), which tends to zero. The first mode equation then gives a → cb/A: the ion follows the heavy fictitious coordinate. The lower mode still lies below ω0, but it is no longer an ionic vibration with a small correction.

**Extrapolation to μ = 0**

Let ω1 and ω2 be the ionic frequencies at μ1 and μ2, with everything else unchanged. The straight line through the two points has the intercept

ω_ext = (μ2ω1 − μ1ω2)/(μ2 − μ1).

Insert the expansion of ω₋. The constant terms give ω0. The linear terms cancel, because μ2μ1 − μ1μ2 = 0. The quadratic terms give

ω0c2(μ2μ1² − μ1μ2²)/(μ2 − μ1) = −ω0c2μ1μ2.

Therefore

ω_ext = ω0(1 − c2μ1μ2 + …),

where the omitted terms are of third order in the masses. Halving both masses reduces the leading error by a factor of four.

For μ1 = 200 and μ2 = 400 ħ²/E_h, the intercept is

ω_ext = 2 × 680.511 − 667.656 = 693.37 cm⁻¹.

It lies 0.67 cm⁻¹ below ω0, whereas the run at the smaller mass alone is 13.5 cm⁻¹ too low. The leading formula predicts an error of −1.3 × 10⁻⁸ × 80000 × 694.04 = −0.72 cm⁻¹.

The expansion of 1/λ₋ suggests a second method: extrapolate 1/ω² linearly. Its quadratic coefficient is αλ0/k, so the intercept is (1/λ0)(1 − αλ0μ1μ2/k + …). Taking the inverse square root gives

ω_ext′ = ω0[1 + αλ0μ1μ2/(2k) + …].

The same two runs now give 694.14 cm⁻¹, which is 0.10 cm⁻¹ above ω0; the leading formula predicts 0.11 cm⁻¹. This method has the smaller leading error when αλ0/(2k) < |c2|. That requires 3α²/8 > αλ0/k, or K < 3ks²/8. Here 3ks²/8 = 0.75 E_h/a0², well above K = 0.2 E_h/a0².

If s is known, the linear shift can instead be cancelled within a single run. Use the ionic mass M − μs², provided it is positive. The equation for λ becomes

λ[M − μs² + μs²/(1 − μλ/k)] = K.

The two terms containing μs² cancel each other at first order in μ, leaving M plus their sum, μs²(μλ/k)/(1 − μλ/k) ≈ μ²s²λ0/k. The remaining relative frequency error is thus −μ²s²ω0²/(2Mk) at leading order. At μ = 400 ħ²/E_h the ionic mass is 20000 − 1600 = 18400 m_e, and the frequency is 693.82 cm⁻¹, or 0.22 cm⁻¹ below ω0. This cancellation relies on there being a single ionic coordinate. If x follows several ionic coordinates, x ≈ Σ s_i R_i, the added kinetic energy ½μ(Σ s_i Ṙ_i)² corresponds to a mass matrix μ s_i s_j. Reducing each ionic mass by μ s_i² removes only its diagonal, and a shift linear in μ in general remains.

Extrapolation does not require s. Extrapolating ω relies on the expansion in μ, so both μs²/M and μω0²/k should be small in both runs. Extrapolating 1/ω² is less demanding. The exact relation 1/λ₋ = (1/λ0)[1 + αμ + αμε/(1 − ε)], with ε = μλ₋/k, departs from a straight line only through its last term. The bound λ₋ < λ0/(1 + αμ) gives αμε < μω0²/k, so that term is small when μω0²/k is small, even if μs²/M is not. The numerical check accompanying this text tests the expansion, the bounds and the errors of both extrapolations.

Table of computed values

```
Ion mass M = 20000 m_e
Bare ionic force constant A = 2.200 E_h/a0^2
Coupling c = 1.000 E_h/a0
Electronic stiffness k = 0.500 E_h
Response s = 2.000 1/a0
Born-Oppenheimer force constant K = 0.200 E_h/a0^2
omega0 = 0.00316228 E_h/hbar = 694.040 cm^-1
Relative slope -s^2/(2M) = -1.0000e-04 E_h/hbar^2
Second-order coefficient c2 = 1.3000e-08 (E_h/hbar^2)^2
Columns: mu [hbar^2/E_h], ionic, linear law, fast [cm^-1], shift [%]
  100    687.188    687.099   15673.93   -0.9872
  200    680.511    680.159   11191.89   -1.9492
  400    667.656    666.278    8066.24   -3.8015
  800    643.780    638.517    5915.22   -7.2416
Details below for mu = 400 hbar^2/E_h
B = 10880.000 atomic units
Square root of discriminant = 10731.934 a.u.
Lower squared frequency = 9.2541465e-06 (E_h/hbar)^2
Upper squared frequency = 1.3507459e-03 (E_h/hbar)^2
Lower bound on lower root = 9.2537313e-06 (E_h/hbar)^2
Upper bound on lower root = 9.2592593e-06 (E_h/hbar)^2
Added mass mu*s^2 = 1600.0 m_e
Adiabaticity mu*omega0^2/k = 0.00800 (dimensionless)
Frequency ratio fast/ionic = 12.081 (dimensionless)
Trajectory ionic frequency = 667.656 cm^-1
Fast amplitude fraction, formula = 5.5599e-04
Fast amplitude fraction, trajectory = 5.5599e-04
Extrapolation uses mu = 200 and 400 hbar^2/E_h
Intercept from omega = 693.367 cm^-1
Its error = -0.673 cm^-1
Its leading predicted error = -0.722 cm^-1
Intercept from 1/omega^2 = 694.140 cm^-1
Its error = 0.100 cm^-1
Its leading predicted error = 0.111 cm^-1
Reduced ionic mass at mu = 400: 18400.0 m_e
Frequency with reduced mass = 693.816 cm^-1
Its error = -0.224 cm^-1
```
